# Two Derivations of the Mulliken-Hush Relation and Its Generalized Form

## A symmetric pair of sites

Let one electron be shared by two equivalent sites, with the nuclei held fixed. State \(|a\rangle\) has the electron on the left site and \(|b\rangle\) on the right. Both have energy zero, and a real coupling \(H>0\) connects them. The eigenstates are

\[
|1\rangle=\frac{|a\rangle-|b\rangle}{\sqrt2},\qquad |2\rangle=\frac{|a\rangle+|b\rangle}{\sqrt2},
\]

with energies \(-H\) and \(+H\), so the gap is \(E_{12}=2H\). Suppose the dipole operator is diagonal in the site states, with values \(\mu_a\) and \(\mu_b\), and write \(|\mu_b-\mu_a|=eR\). This defines \(R\), the distance through which the charge moves between \(a\) and \(b\). The transition dipole is

\[
|\mu_{12}|=\tfrac12|\mu_a-\mu_b|=\tfrac12 eR ,
\]

and therefore

\[
|\mu_{12}|\,E_{12}=H\,eR. \tag{1}
\]

Once \(R\) is known, the strength and position of the absorption together give the coupling. If one site is lowered in energy, the gap grows and the transition dipole shrinks. Both derivations below show that their product stays the same, the first by finding the eigenstates and the second without finding them.

The site states are called diabatic, the eigenstates at fixed nuclei adiabatic. The dipole is taken along the charge-transfer axis, and \(H\) is a magnitude wherever its sign does not matter.

## From a transition dipole to molar absorption

Both derivations need the absorption strength of a line. Let a weak pulse \(\mathcal E(t)\) act on a molecule in its ground state, with perturbation \(-\mu\cos\vartheta\,\mathcal E(t)\), where \(\vartheta\) is the angle between dipole axis and field. First-order perturbation theory gives the amplitude of state \(f\), at angular frequency \(\omega_f\) above the ground state:

\[
c_f=\frac{i}{\hbar}\mu_{f0}\cos\vartheta\,\tilde{\mathcal E}(\omega_f),\qquad
\tilde{\mathcal E}(\omega)=\int\mathcal E(t)e^{i\omega t}dt .
\]

The absorbed energy is \(\hbar\omega_f|c_f|^2\). For random orientations \(\cos^2\vartheta\) averages to \(1/3\), so it becomes

\[
W=\frac{\omega_f|\mu_{f0}|^2}{3\hbar}|\tilde{\mathcal E}(\omega_f)|^2 .
\]

The pulse carries the energy per area \(\varepsilon_0c\int\mathcal E^2dt=(\varepsilon_0c/\pi)\int_0^\infty|\tilde{\mathcal E}|^2d\omega\). By definition of the cross section \(\sigma\), \(W=(\varepsilon_0c/\pi)\int_0^\infty\sigma|\tilde{\mathcal E}|^2d\omega\). Comparison gives

\[
\sigma(\omega)=\frac{\pi\,\omega_f|\mu_{f0}|^2}{3\varepsilon_0\hbar c}\,\delta(\omega-\omega_f).
\]

Spectroscopic units are natural from here on: \(\nu\) is a wavenumber, and energies, including \(H\), are given as wavenumbers. Since \(\omega\) is proportional to \(\nu\), \(\omega_f\delta(\omega-\omega_f)=\nu_f\delta(\nu-\nu_f)\). With the dipole length \(d_f=|\mu_{f0}|/e\) and the fine-structure constant \(\alpha=e^2/(4\pi\varepsilon_0\hbar c)\),

\[
\sigma(\nu)=\frac{4\pi^2\alpha}{3}\,\nu_f d_f^2\,\delta(\nu-\nu_f). \tag{2}
\]

The factor \(4\pi^2\alpha/3=0.096029\) was tested by propagating a two-level molecule through a weak pulse at several orientations, which gave the same value to the printed digits.

The decadic molar coefficient \(\epsilon\) is defined by an intensity falling as \(10^{-\epsilon c_M\ell}\), for concentration \(c_M\) and path length \(\ell\). The same decay is \(e^{-\sigma N_Ac_M\ell}\), so \(\sigma=\epsilon\ln10/N_A\). Summing (2) over final states,

\[
\epsilon(\nu)=\frac1{C^2}\sum_f\nu_fd_f^2\,\delta(\nu-\nu_f),\qquad
C^2=\frac{3\ln10}{4\pi^2\alpha N_A}. \tag{3}
\]

One \(\mathrm{M^{-1}cm^{-1}}\) is \(0.1\ \mathrm{m^2/mol}\). For \(\epsilon\) in that unit and \(d\) in Å, \(C=0.01995\) Å. The refractive index and the local-field factor of a solvent have been set to one; in a real solution they multiply (3) by a correction.

## First derivation: eigenstates at fixed nuclei

Give the sites different energies \(\varepsilon_a,\varepsilon_b\) and set \(\Delta=\varepsilon_b-\varepsilon_a\). Write the eigenstates as

\[
|1\rangle=\cos\theta|a\rangle-\sin\theta|b\rangle,\qquad
|2\rangle=\sin\theta|a\rangle+\cos\theta|b\rangle .
\]

The off-diagonal energy must vanish:

\[
\langle1|h|2\rangle=\sin\theta\cos\theta(\varepsilon_a-\varepsilon_b)+H(\cos^2\theta-\sin^2\theta)
=-\tfrac12\Delta\sin2\theta+H\cos2\theta=0 .
\]

Hence \(\tan2\theta=2H/\Delta\). The difference of the diagonal elements is

\[
E_{12}=\langle2|h|2\rangle-\langle1|h|1\rangle=\Delta\cos2\theta+2H\sin2\theta .
\]

For \(H>0\), choosing \(0<2\theta<\pi\) makes this gap positive, with

\[
\sin2\theta=\frac{2H}{E_{12}},\qquad \cos2\theta=\frac{\Delta}{E_{12}},\qquad E_{12}=\sqrt{\Delta^2+4H^2}.
\]

With \(\Delta\mu_{ab}=\mu_b-\mu_a\), the same states give the dipoles

\[
\mu_{12}=\sin\theta\cos\theta(\mu_a-\mu_b)=-\tfrac12\Delta\mu_{ab}\sin2\theta,
\]
\[
\Delta\mu_{12}\equiv\mu_{22}-\mu_{11}=\Delta\mu_{ab}\cos2\theta . \tag{4}
\]

Inserting \(\sin2\theta\) into the first line gives \(|\mu_{12}|=H|\Delta\mu_{ab}|/E_{12}\), which is (1) for any bias. Squaring and adding the two lines removes the angle:

\[
\Delta\mu_{12}^2+4\mu_{12}^2=\Delta\mu_{ab}^2=(eR)^2 .
\]

The unknown diabatic distance is thus expressed through adiabatic quantities, and (1) becomes the generalized Mulliken-Hush formula

\[
H=\frac{|\mu_{12}|\,E_{12}}{\sqrt{\Delta\mu_{12}^2+4\mu_{12}^2}} . \tag{5}
\]

For localized charge, \(|\mu_{12}|\ll|\Delta\mu_{12}|\), the root tends to \(|\Delta\mu_{12}|\). For full delocalization, \(\Delta\mu_{12}=0\), the transition dipole cancels and \(H=E_{12}/2\), as for the symmetric pair.

### The band

Now let the nuclei be distributed over configurations, each treated as frozen during the absorption, with only the lower adiabatic state occupied. Let \(P(\nu)\) be the normalized distribution of the adiabatic gap. By (1), a configuration with gap \(\nu'\) has \(d=HR/\nu'\). Equation (3) then gives

\[
\epsilon(\nu)=\frac1{C^2}\int P(\nu')\,\nu'\left(\frac{HR}{\nu'}\right)^2\delta(\nu-\nu')\,d\nu'
=\frac{H^2R^2}{C^2}\,\frac{P(\nu)}{\nu}.
\]

Multiplying by \(\nu\) and integrating removes the unknown distribution:

\[
\int\nu\,\epsilon(\nu)\,d\nu=\frac{H^2R^2}{C^2},\qquad
H=\frac CR\sqrt{\int\nu\,\epsilon\,d\nu}. \tag{6}
\]

If the measured band is a Gaussian with full width at half maximum \(\Delta\nu_{1/2}\),

\[
\epsilon(\nu)=\epsilon_{\max}\exp\!\left[-4\ln2\,\frac{(\nu-\nu_{\max})^2}{\Delta\nu_{1/2}^2}\right],
\]

write \(\nu=\nu_{\max}+(\nu-\nu_{\max})\) in the integral. The second term is odd about the maximum and drops out, provided the band is narrow enough for its tail below \(\nu=0\) to be negligible. The first gives the Gaussian area:

\[
\int\nu\,\epsilon\,d\nu=\sqrt{\frac{\pi}{4\ln2}}\;\epsilon_{\max}\nu_{\max}\Delta\nu_{1/2}
=1.0645\,\epsilon_{\max}\nu_{\max}\Delta\nu_{1/2}.
\]

With (6), the prefactor is \(0.019954\sqrt{1.06447}=0.02059\), and

\[
\boxed{H=\frac{0.0206}{R}\sqrt{\epsilon_{\max}\,\nu_{\max}\,\Delta\nu_{1/2}}} \tag{7}
\]

with \(H,\nu_{\max},\Delta\nu_{1/2}\) in \(\mathrm{cm^{-1}}\), \(\epsilon_{\max}\) in \(\mathrm{M^{-1}cm^{-1}}\) and \(R\) in Å.

There is a small tension here: if \(P\) is Gaussian, \(\epsilon\propto P/\nu\) is not. Let \(P\) have centre \(\nu_0\) and standard deviation \(s\), and let \(x=s^2/\nu_0^2\ll1\). Setting the derivative of \(\ln(P/\nu)\) to zero gives \(-(\nu-\nu_0)/s^2-1/\nu=0\), so \(\nu_{\max}\simeq\nu_0(1-x)\). At this point \(\ln P\) has fallen by \(x/2\) and \(-\ln\nu\) has risen by \(x\), so the peak height changes by the factor \(1+x/2\). The curvature \(-1/s^2+1/\nu^2\) widens the band by the factor \(1+x/2\). In the product \(\epsilon_{\max}\nu_{\max}\Delta\nu_{1/2}\) the changes \(x/2-x+x/2\) cancel, and the error in (7) from this source is of order \(x^2\).

### Using the adiabatic dipole difference in the band formula

To apply (5) to a spectrum, one needs \(d_{12}=|\mu_{12}|/e\). Integrating (3) after division by \(\nu\) gives \(C^2\int(\epsilon/\nu)\,d\nu\), the mean of \(d^2\) over the band. If \(1/\nu\) varies little across the band, it may be replaced by \(1/\nu_{\max}\):

\[
d_{12}^2\simeq(0.0206)^2\,\frac{\epsilon_{\max}\Delta\nu_{1/2}}{\nu_{\max}} .
\]

The generalized band formula is then

\[
H\simeq\frac{0.0206\sqrt{\epsilon_{\max}\nu_{\max}\Delta\nu_{1/2}}}{\sqrt{(\Delta\mu_{12}/e)^2+4d_{12}^2}}, \tag{8}
\]

with \(\Delta\mu_{12}\) taken at a geometry whose vertical gap is \(\nu_{\max}\). By (1) the transition dipole there is \(d_{12}=HR/\nu_{\max}\), and inserting (7) for \(HR\) gives the same expression for \(d_{12}^2\) as above. At this geometry (8) therefore needs no approximation beyond those of (7). The slow variation of \(1/\nu\) matters only when \(d_{12}^2\) is read as the mean over the band, or when \(\Delta\mu_{12}\) belongs to a different gap.

## Second derivation: a commutator and a sum rule

This derivation keeps the nuclei quantum mechanical and never constructs adiabatic states. The full Hamiltonian is

\[
\mathcal H=T+V_a(Q)|a\rangle\langle a|+V_b(Q)|b\rangle\langle b|+H\big(|a\rangle\langle b|+|b\rangle\langle a|\big),
\]

where \(T\) is the nuclear kinetic energy and \(V_a,V_b\) are arbitrary potentials. The dipole operator is \(\mu=\mu_a|a\rangle\langle a|+\mu_b|b\rangle\langle b|\), with \(\mu_a,\mu_b\) independent of \(Q\). It commutes with \(T\), which does not act on the electronic states, and with both potential terms, which are diagonal like itself. Only the coupling contributes. Since

\[
|a\rangle\langle b|\,\mu-\mu\,|a\rangle\langle b|=(\mu_b-\mu_a)|a\rangle\langle b|
\]

and the conjugate term has the opposite sign,

\[
J\equiv[\mathcal H,\mu]=H\Delta\mu_{ab}\big(|a\rangle\langle b|-|b\rangle\langle a|\big).
\]

Apart from a factor \(i/\hbar\), \(J\) is the rate of change of the dipole, that is, the current between the sites. The bracket squares to \(-1\) and changes sign under Hermitian conjugation. Therefore

\[
J^\dagger J=-J^2=H^2\Delta\mu_{ab}^2 ,
\]

a plain number. Between vibronic eigenstates, \(\langle f|J|0\rangle=(E_f-E_0)\mu_{f0}\). Inserting a complete set of states into \(\langle0|J^\dagger J|0\rangle\) gives

\[
\sum_f(E_f-E_0)^2|\mu_{f0}|^2=H^2(eR)^2 . \tag{9}
\]

With energies as wavenumbers, the left side divided by \(e^2\) is \(\sum_f\nu_f^2d_f^2\). By (3) this equals \(C^2\int\nu\,\epsilon\,d\nu\). Equation (6) follows again, and the Gaussian integral leads to (7).

The generalized formula follows from the same commutator at fixed nuclei. Let \(h\) and \(\mu\) be real symmetric \(2\times2\) matrices in any orthonormal basis, now allowing \(\mu_{ab}\neq0\). Multiplying out,

\[
[h,\mu]_{ab}=h_{aa}\mu_{ab}+h_{ab}\mu_{bb}-\mu_{aa}h_{ab}-\mu_{ab}h_{bb}
=h_{ab}\Delta\mu_{ab}-\mu_{ab}\Delta h,
\]

with \(\Delta h=h_{bb}-h_{aa}\). The commutator is a real antisymmetric matrix, and in two dimensions a change of real basis can alter such a matrix by no more than a sign. In the adiabatic basis its element has magnitude \(E_{12}|\mu_{12}|\). The trace of the square of the traceless part of \(\mu\), which is \(\tfrac12(\Delta\mu^2+4\mu_{ab}^2)\), is also independent of the basis. Hence

\[
\frac{|\mu_{12}|E_{12}}{\sqrt{\Delta\mu_{12}^2+4\mu_{12}^2}}
=\frac{|h_{ab}\Delta\mu_{ab}-\mu_{ab}\Delta h|}{\sqrt{\Delta\mu_{ab}^2+4\mu_{ab}^2}} . \tag{10}
\]

For \(\mu_{ab}=0\) the right side is \(|h_{ab}|\), and (5) is recovered. Otherwise (5) returns the coupling between the eigenstates of the dipole matrix, not the \(h_{ab}\) of the chosen basis. Both statements were tested on random matrices by diagonalizing the dipole matrix directly. The generalized formula therefore contains a definition: its diabatic states are those that diagonalize the dipole within the two-state space.

## What each derivation assumes

Both use two electronic states, a dipole diagonal in the diabatic basis, and a constant \(\Delta\mu_{ab}\). They differ in their treatment of the nuclei.

The first assumes frozen nuclei during absorption and gives more detail: it predicts the band shape \(P(\nu)/\nu\) and shows how the transition dipole changes across the band. It leaves out vibrational transitions within the lower adiabatic state.

The second needs neither frozen nuclei nor separate adiabatic surfaces, and holds for anharmonic potentials. It fixes one moment of the spectrum and says nothing about its shape. Its sum includes the vibrational lines within the lower surface, so using it on the intervalence band alone assumes that those lines carry little of the weight \(\nu^2d^2\).

If the coupling depends on the nuclei, the second derivation still works, because \(H(Q)\) commutes with the constant dipoles. Then \(J^\dagger J=H(Q)^2\Delta\mu_{ab}^2\), and (6) gives the root-mean-square coupling in the ground state. If the dipoles depend on \(Q\), they no longer commute with \(T\), and (9) acquires further terms.

Temperature also matters. Equation (9) holds for every initial state, but measured absorption is reduced by stimulated emission. For populations \(p_i\), each pair with \(E_f>E_i\) enters \(\int\nu\epsilon\,d\nu\) with weight \(p_i-p_f\), whereas the thermal average of (9) has \(p_i+p_f\). For a warm sample (6) therefore gives a lower bound on \(H\), close to the true value when the strong transitions start from states far more populated than those they reach.

## A computed vibronic band

Take two harmonic potentials of equal frequency, with mode wavenumber \(400\ \mathrm{cm^{-1}}\), reorganization energy \(6000\ \mathrm{cm^{-1}}\) and bias \(2000\ \mathrm{cm^{-1}}\). Let \(R=6\) Å and \(H=600\ \mathrm{cm^{-1}}\). These are round model parameters. The vibronic Hamiltonian was diagonalized, and each line from the ground state was given a Gaussian profile of standard deviation \(300\ \mathrm{cm^{-1}}\). The resulting curve has \(\nu_{\max}=7522\ \mathrm{cm^{-1}}\), \(\epsilon_{\max}=1090\ \mathrm{M^{-1}cm^{-1}}\) and \(\Delta\nu_{1/2}=3655\ \mathrm{cm^{-1}}\). Equation (7) gives

\[
H=\frac{0.0206}{6}\sqrt{1090\times7522\times3655}\ \mathrm{cm^{-1}}\simeq594\ \mathrm{cm^{-1}},
\]

about 1 percent below the input. The integral (6) over the same curve returns \(600.0\ \mathrm{cm^{-1}}\). This agreement is required by (9), because the curve contains every line from the ground state and a symmetric line profile leaves \(\int\nu\,\epsilon\,d\nu\) unchanged. The deficit thus comes from replacing the integral by peak data, that is, from the curve not being a single symmetric Gaussian.

The maximum lies \(478\ \mathrm{cm^{-1}}\) below \(6000+2000=8000\ \mathrm{cm^{-1}}\), the diabatic gap at the minimum of \(V_a\). The factor \(1/\nu\) accounts for part of this. Since a Gaussian has \(\Delta\nu_{1/2}=2\sqrt{2\ln2}\,s=2.355\,s\), the width corresponds to \(s\simeq3655/2.355\simeq1552\ \mathrm{cm^{-1}}\), and a Gaussian gap distribution of this width would be shifted by \(s^2/\nu_0\), about \(300\ \mathrm{cm^{-1}}\). The computed band is not exactly of this form, so the estimate gives only the order of magnitude: weighting the same lines by \(\nu_f^2d_f^2\) instead of \(\nu_fd_f^2\) moves the maximum up by about \(200\ \mathrm{cm^{-1}}\). The rest of the shift was not analysed.

With \(H=2000\ \mathrm{cm^{-1}}\) and all else unchanged, the maximum is at \(7614\ \mathrm{cm^{-1}}\), the width is \(3334\ \mathrm{cm^{-1}}\), and \(\epsilon_{\max}\) rises to \(12820\ \mathrm{M^{-1}cm^{-1}}\). The peak formula gives \(1959\ \mathrm{cm^{-1}}\), 2 percent below the input, while the integral returns \(2000.0\ \mathrm{cm^{-1}}\). The integral relation (6), taken over all lines from the ground state, holds at any coupling strength, provided \(R\) is the diabatic distance. The peak formula also needs a nearly Gaussian band. That is roughly the case here. It can fail for a pair without bias when \(2H\) is comparable to the reorganization energy: the adiabatic gap cannot fall below \(2H\), configurations near this minimum gap are then populated, and the band becomes cut off on the low side or dominated by a sharp feature with a long tail, so that (7) can be wrong by tens of percent. When \(2H\) is well above the reorganization energy, most of the weight collects in one narrow band near \(2H\), and the accuracy of (7) depends on how Gaussian that band is.

## Which distance? An electron in a double well

A system not built from two states tests the generalized formula more severely. One electron moves in one dimension in two Gaussian wells \(-V_0\exp[-(x-x_c)^2/w^2]\) with \(V_0=1\) hartree and \(w=1.5\) bohr, with centres 5 bohr apart. The lowest two states were computed on a finite-difference grid, whose error in the gaps is about \(10^{-6}\) hartree, one unit in the last digit shown.

Without bias, symmetry gives \(H=E_{12}/2=0.029823/2=0.01491\) hartree. A uniform field of 0.003 atomic units then biases the wells. It adds a multiple of the dipole to the Hamiltonian, so in a fixed two-state space it changes the diagonal energies of the dipole eigenstates and leaves their coupling alone. Formula (5), applied to the biased well, should return the unbiased coupling, apart from the admixture of higher states.

The biased well has \(E_{12}=0.033333\) hartree, \(|\mu_{12}|=2.2267\) and \(|\Delta\mu_{12}|=2.2164\) \(e\) bohr. The diabatic difference is

\[
\sqrt{2.2164^2+4\times2.2267^2}=4.9745\ e\,\text{bohr},
\]

and

\[
H=\frac{2.2267\times0.033333}{4.9745}=0.01492\ \text{hartree}=0.406\ \text{eV},
\]

which exceeds the reference by 0.06 percent.

Using \(|\Delta\mu_{12}|/e\) as the distance would give 0.03349 hartree, more than twice the reference. Equation (4) explains the factor: \(|\Delta\mu_{12}|=eR|\cos2\theta|\), so this choice multiplies \(H\) by \(E_{12}/|\Delta|\), which grows without limit as the charge becomes evenly shared. The geometric separation of 5 bohr gives 0.014845 hartree, within half a percent of the reference, because here the charge moves almost from centre to centre. In a molecule whose donor and acceptor orbitals spread towards each other, \(R\) can be well below the geometric distance. Since \(H\propto1/R\), the coupling is then underestimated in the same proportion.

Formula (5) can fail when a third electronic state mixes appreciably with the two, since the dipole eigenstates of the two-state space then need not be the intended localized states. It also needs a choice of axis when \(\Delta\boldsymbol\mu_{12}\) and \(\boldsymbol\mu_{12}\) are not parallel. With a diagonal diabatic dipole, both are multiples of \(\Delta\boldsymbol\mu_{ab}\), so a marked angle between them shows that this assumption does not hold. The band formula requires in addition that the intervalence band be separable from its neighbours, because any foreign intensity enters \(\int\nu\,\epsilon\,d\nu\) as apparent coupling. The remaining values for both models are in the numerical output.

## Table of computed values

```
absorption constant, pulse propagation: 0.096029
absorption constant, 4 pi^2 alpha/3: 0.096029
C (dipole length from integral of eps/nu): 0.019954 angstrom
Gaussian area factor sqrt(pi/(4 ln 2)): 1.06447
Mulliken-Hush prefactor: 0.020587
random two-state matrices, largest error: 1.8e-15
VIBRONIC MODEL
reorganization energy: 6000 cm^-1
bias: 2000 cm^-1
mode wavenumber: 400 cm^-1
diabatic distance R: 6.0 angstrom
line broadening (standard deviation): 300 cm^-1
input coupling H: 600 cm^-1
  nu_max: 7522 cm^-1
  eps_max: 1089.9 M^-1 cm^-1
  full width at half maximum: 3655 cm^-1
  H from line sum rule: 600.000 cm^-1
  H from integral of nu*eps: 600.00 cm^-1
  H from peak formula (0.0206): 594.3 cm^-1
  peak formula error: -0.95 percent
input coupling H: 2000 cm^-1
  nu_max: 7614 cm^-1
  eps_max: 12820.4 M^-1 cm^-1
  full width at half maximum: 3334 cm^-1
  H from line sum rule: 2000.000 cm^-1
  H from integral of nu*eps: 2000.00 cm^-1
  H from peak formula (0.0206): 1958.8 cm^-1
  peak formula error: -2.06 percent
DOUBLE WELL
well depth: 1.0 hartree
well width parameter: 1.5 bohr
well separation: 5.0 bohr
bias field: 0.003 atomic units
unbiased gap: 0.029823 hartree
reference H, half the unbiased gap: 0.014912 hartree
biased gap E12: 0.033333 hartree
biased transition dipole mu12: 2.2267 e bohr
biased adiabatic difference dmu12: 2.2164 e bohr
diabatic difference: 4.9745 e bohr
generalized H: 0.014921 hartree = 0.4060 eV
generalized H error: 0.060 percent
H with dmu12/e as distance: 0.033487 hartree
H with well separation as distance: 0.014845 hartree
```
